# Strain derivative of PAW projections on plane waves, part 2

The stress in the projector augmented-wave (PAW) method requires the strain derivative of the projection $P_L(\mathbf q)=\langle p_L|\mathbf q\rangle$ of a plane wave on a projector function. Hartree atomic units are used. The letters $a,b,c$ label Cartesian components, $\partial_b$ means $\partial/\partial q_b$, and $q=|\mathbf q|$.

The projector $p_L(\mathbf r)=p_l(r)Y_L(\hat{\mathbf r})$, with $L=(l,m)$, is centred on an atom at $\mathbf R$ in a periodic cell of volume $\Omega$. $Y_L$ is a real spherical harmonic normalised to one on the unit sphere, and $p_l$ is real and vanishes outside a sphere around the atom. The plane wave has $\mathbf q=\mathbf k+\mathbf G$, with Bloch vector $\mathbf k$ and reciprocal lattice vector $\mathbf G$, and is normalised to one in the cell. With the Legendre polynomials $P_l$ and the spherical Bessel functions

$$j_l(x)=\frac{1}{2i^l}\int_{-1}^{1}P_l(v)\,e^{ixv}\,dv ,$$

$$f_l(q)=4\pi\int_0^\infty r^2p_l(r)j_l(qr)\,dr,\qquad F_L(\mathbf q)=f_l(q)\,Y_L(\hat{\mathbf q}),$$

the projection is

$$P_L(\mathbf q)=i^l\,e^{i\mathbf q\cdot\mathbf R}\,\Omega^{-1/2}F_L(\mathbf q).\tag{1}$$

A homogeneous strain $\mathbf r'=(1+\varepsilon)\mathbf r$ has nine independent components $\varepsilon_{ab}$, which include a rotation. The atoms and $\mathbf k$ keep their reduced coordinates, each $\mathbf G$ keeps its integers, and the projector keeps its shape and its orientation in space. Then

$$\left.\frac{\partial q_c}{\partial\varepsilon_{ab}}\right|_{0}=-\delta_{bc}\,q_a ,\tag{3}$$

$$\mathbf q'\cdot\mathbf R'=\mathbf q^T(1+\varepsilon)^{-1}(1+\varepsilon)\mathbf R=\mathbf q\cdot\mathbf R ,\tag{5}$$

$$\frac{\partial}{\partial\varepsilon_{ab}}\left[\Omega^{-1/2}f_l(q)Y_L(\hat{\mathbf q})\right]
=\Omega^{-1/2}\left[-\frac{\delta_{ab}}2-q_a\frac{\partial}{\partial q_b}\right]f_l(q)Y_L(\hat{\mathbf q}).\tag{6}$$

The example cell has lattice vectors $(6,0,0)$, $(1,7,0)$ and $(0.5,1,8)$ bohr, so $\Omega=336$ bohr$^3$. The reduced Bloch vector $(0.1,0.2,0.3)$ and the integers $(1,-1,2)$ of $\mathbf G$ give $\mathbf q=(1.1519,-0.8826,1.8448)$ bohr$^{-1}$.

## The explicit gradient and its use in the stress

The symbols carried over are these. A rigid projector $p_l(r)Y_L(\hat{\mathbf r})$ at $\mathbf R$ has the projection $P_L=i^le^{i\mathbf q\cdot\mathbf R}\Omega^{-1/2}F_L(\mathbf q)$ on a plane wave of wave vector $\mathbf q=\mathbf k+\mathbf G$ in a cell of volume $\Omega$. Here $F_L=f_l(q)Y_L(\hat{\mathbf q})$ and $f_l(q)=4\pi\int r^2p_lj_l(qr)\,dr$. Under the strain $\mathbf r\to(1+\varepsilon)\mathbf r$ at fixed reduced coordinates the phase is invariant, $\partial q_c/\partial\varepsilon_{ab}=-\delta_{bc}q_a$, and

$$\frac{\partial(\Omega^{-1/2}F_L)}{\partial\varepsilon_{ab}}=\Omega^{-1/2}\left[-\frac{\delta_{ab}}2F_L-q_a\partial_bF_L\right].$$

To evaluate the gradient, note that $\partial_bq=q_b/q$. The product rule gives, for $q\ne0$,

$$-q_a\partial_bF_L=-\frac{q_aq_b}{q}f_l'(q)\,Y_L(\hat{\mathbf q})-f_l(q)\,q_a\,\partial_bY_L(\hat{\mathbf q}).\tag{7}$$

The first part comes from the change in the length of $\mathbf q$, the second from the change in its direction. The angular part is absent for $l=0$, where $Y_L$ is constant.

Equation (7) contains divisions by $q$ that cancel in the sum. A form without them uses the solid harmonic $S_L(\mathbf q)=q^lY_L(\hat{\mathbf q})$, a polynomial of degree $l$ in the components of $\mathbf q$. With $g_l=f_l/q^l$ we have $F_L=g_lS_L$, and the derivative of $g_l$ is needed. It follows from a property of $j_l$, obtained by inserting the Rodrigues formula $P_l(v)=(2^ll!)^{-1}d^l(v^2-1)^l/dv^l$ into the integral $j_l(x)=(2i^l)^{-1}\int_{-1}^1P_le^{ixv}dv$. In each of $l$ integrations by parts the boundary term vanishes, and each gives a factor $-ix$. Since $(-1)^l(v^2-1)^l=(1-v^2)^l$,

$$\frac{j_l(x)}{x^l}=\frac{1}{2^{l+1}l!}\int_{-1}^{1}(1-v^2)^l\cos(xv)\,dv ,$$

where the odd part of the exponential has dropped out. This is finite at $x=0$. Its derivative contains $-v(1-v^2)^l\sin(xv)$. Because $-v(1-v^2)^l=[2(l+1)]^{-1}\,d(1-v^2)^{l+1}/dv$, one more integration by parts gives

$$\frac{d}{dx}\frac{j_l(x)}{x^l}=-\frac{x}{2^{l+2}(l+1)!}\int_{-1}^{1}(1-v^2)^{l+1}\cos(xv)\,dv=-x\,\frac{j_{l+1}(x)}{x^{l+1}} .$$

Now $g_l(q)=4\pi\int r^{l+2}p_l(r)\,[j_l(x)/x^l]\,dr$ with $x=qr$. Differentiation with respect to $q$ supplies a factor $r$ from $dx/dq$ and a factor $-qr$ from the last formula, so

$$\frac{dg_l}{dq}=-q\,w_l(q),\qquad w_l(q)=4\pi\int_0^\infty r^{l+4}p_l(r)\,\frac{j_{l+1}(qr)}{(qr)^{l+1}}\,dr .$$

With $\partial_bg_l=(q_b/q)\,dg_l/dq=-q_bw_l$, the gradient is

$$\partial_bF_L=g_l\,\partial_bS_L-q_b\,w_l\,S_L .\tag{8}$$

Each factor is finite at $\mathbf q=0$. There the factor $q_a$ in front of the gradient removes the second term of the strain derivative, and the volume term remains. For $l\ge1$ this is zero too, since $S_L(0)=0$. Near the origin a $p$ projector has $F_{p_z}\simeq g_1(0)\,C\,q_z$ with $C=\sqrt{3/4\pi}$, and the bracket of the strain derivative becomes $-g_1(0)\,C\,(\tfrac12\delta_{ab}q_z+q_a\delta_{bz})$ to first order in $q$.

For an isotropic strain $\varepsilon_{ab}=\eta\delta_{ab}$ the derivative with respect to $\eta$ is the trace of the matrix. The angular part of (7) then contains $\sum_aq_a\partial_aY_L(\hat{\mathbf q})$. This is zero, because it is the change of $Y_L$ when $\mathbf q$ changes its length and keeps its direction. With $\sum_aq_a^2/q=q$,

$$\frac{\partial(\Omega^{-1/2}F_L)}{\partial\eta}=\Omega^{-1/2}\left[-\frac32f_l-q f_l'\right]Y_L(\hat{\mathbf q}).\tag{9}$$

For a numerical case take $\Omega=336$ bohr$^3$ and the plane wave with $\mathbf q=(1.1519,-0.8826,1.8448)$ bohr$^{-1}$, whose length is $q=2.3471$ bohr$^{-1}$. The projectors are model functions,

$$p_l(r)=N_l\,r^l\left(1-\frac{r^2}{r_c^2}\right)^3\quad(r<r_c=1.5\ \text{bohr}),$$

zero outside, with $N_l$ fixed by $\int r^2p_l^2dr=1$. Gauss–Legendre quadrature of the radial integrals gives $f_1=3.61873$ bohr$^{3/2}$ and $f_1'=-0.03379$ bohr$^{5/2}$. For $p_z$ the harmonic is $Y=Cq_z/q=0.38402$, and the projection without its phase factors is

$$\Omega^{-1/2}F_{p_z}=\frac{3.61873\cdot0.38402}{\sqrt{336}}=0.07581 .$$

The $zz$ component of the derivative has three parts. The volume part is $-\tfrac12\cdot0.07581=-0.03791$. The radial part is

$$-\frac{q_z^2}{q}\frac{f_1'Y}{\sqrt\Omega}=\frac{1.8448^2}{2.3471}\cdot\frac{0.03379\cdot0.38402}{18.330}=0.00103 .$$

It is small because $f_1$ is almost stationary at this $q$. For the angular part, $\partial_z(Cq_z/q)=C(1/q-q_z^2/q^3)=0.0796$ bohr, and

$$-\frac{f_1q_z\,\partial_zY}{\sqrt\Omega}=-\frac{3.6187\cdot1.8448\cdot0.0796}{18.330}=-0.0290 .$$

The sum is $-0.0659$. Stretching the crystal along $z$ shortens $q_z$ and turns $\mathbf q$ away from the $z$ axis, which reduces the overlap with a $p_z$ function. In this example that loss is comparable with the loss from normalisation. All nine components, with $a$ labelling rows and $b$ columns, are

$$\frac{\partial(\Omega^{-1/2}F_{p_z})}{\partial\varepsilon_{ab}}=\begin{pmatrix}-0.0192&-0.0143&-0.0175\\-0.0143&-0.0270&0.0134\\0.0299&-0.0229&-0.0659\end{pmatrix}.$$

The trace is $-0.1121$. Equation (9) gives the same value as $-\tfrac32\cdot0.07581+2.3471\cdot0.03379\cdot0.38402/18.330=-0.1137+0.0017$, rounded.

The matrix is not symmetric. From (8) with $S_{p_z}=Cq_z$,

$$-q_a\partial_bF_{p_z}=-C g_1q_a\delta_{bz}+C w_1q_aq_bq_z .$$

The second term is symmetric in $a$ and $b$. The difference between the $xz$ and $zx$ components is therefore $-Cg_1q_x=-F_{p_x}$ before division by $\sqrt\Omega$. After it, the value is $-0.0175-0.0299=-0.0473$ from the unrounded entries. An antisymmetric strain rotates the lattice, and with it $\mathbf q$, while the projector keeps its orientation. Seen from the wave, the $p_z$ function acquires some $p_x$ character. For a symmetric shear $\varepsilon_{xz}=\varepsilon_{zx}=\eta$ the two components are added, and the change is $0.0124\,\eta$.

In the stress, the projections appear inside an energy. Let a one-electron state have plane-wave coefficients $c$ that solve

$$Hc=ESc,\qquad c^\dagger Sc=1,$$

$$H_{\mathbf G\mathbf G'}=\tfrac12q^2\delta_{\mathbf G\mathbf G'}+(P^\dagger DP)_{\mathbf G\mathbf G'},\qquad S=1+P^\dagger QP .$$

The rows of $P$ are the projectors of all atoms, and its columns are the plane waves. The Hermitian matrices $D$ and $Q$ contain the strengths of the nonlocal potential and the augmentation overlaps. This model leaves out the local potential and self-consistency. In a full PAW calculation the electrostatic and exchange-correlation energies add strain terms of their own, including those that enter through $D$.

Assume that the level is not degenerate, so that $E$ and $c$ can be chosen smooth in the strain, and that the set of integers labelling $\mathbf G$ is fixed. Differentiating $c^\dagger(H-ES)c=0$ gives terms with $\partial c$ and $\partial c^\dagger$. They vanish, because $(H-ES)c=0$ and $c^\dagger(H-ES)=0$. With $c^\dagger Sc=1$ what remains is

$$\frac{\partial E}{\partial\varepsilon_{ab}}=c^\dagger\left(\frac{\partial H}{\partial\varepsilon_{ab}}-E\frac{\partial S}{\partial\varepsilon_{ab}}\right)c .$$

For the kinetic energy, $\partial(q^2/2)/\partial\varepsilon_{ab}=\sum_cq_c(-\delta_{bc}q_a)=-q_aq_b$. For constant $D$ and $Q$ the product rule on $P^\dagger(D-EQ)P$, with $E$ held fixed, gives two complex conjugate terms, so

$$\frac{\partial E}{\partial\varepsilon_{ab}}=-\sum_{\mathbf G}|c_{\mathbf G}|^2q_aq_b+2\,\mathrm{Re}\left[(Pc)^\dagger(D-EQ)\frac{\partial P}{\partial\varepsilon_{ab}}c\right].\tag{10}$$

The derivative of $P$ is the bracket with $-\delta_{ab}/2$ and $-q_a\partial_b$, multiplied by the fixed phase factors. Divided by $\Omega$, (10) is the contribution of one electron in this level to the stress, in the convention $\sigma_{ab}=\Omega^{-1}\partial E_{\rm tot}/\partial\varepsilon_{ab}$. If the plane waves were selected anew by a kinetic-energy cutoff at each strain, their number would change in steps, and (10) would not describe the resulting jumps of the energy.

As an example, put two equal atoms at the reduced positions $(0.2,0.3,0.4)$ and $(0.5,0.5,0.6)$ in the cell with lattice vectors $(6,0,0)$, $(1,7,0)$ and $(0.5,1,8)$ bohr, with reduced Bloch vector $(0.1,0.2,0.3)$. Each atom has the nine projectors with $l\le2$. The matrix $D$ is diagonal, with $-6$, $-2$ and $-1$ hartree for $l=0,1,2$, and $Q=0.5$ for all projectors. The integers of $\mathbf G$ run from $-2$ to $2$, which makes 125 plane waves. Numerical diagonalisation puts the lowest level at $-1.9291$ hartree and the next at $-1.9026$ hartree. For the lowest level (10) gives, in hartree,

$$\frac{\partial E}{\partial\varepsilon_{ab}}=\begin{pmatrix}0.4680&0.1269&0.0830\\0.1269&0.6879&0.1029\\0.0830&0.1029&0.9142\end{pmatrix}.$$

The $xx$ component is the sum of a kinetic part, $-0.6687$, and a projector part, $1.1368$. The projector part consists of $1.3734$ from $D$ and $-0.2367$ from $-EQ$. Stretching lowers the kinetic energy of each plane wave with $q_x\ne0$, but in this basis the weakening of the attraction outweighs this. These numbers belong to the fixed set of 125 plane waves, which is far from complete for projectors of this size. With integers running to $\pm3$ and $\pm4$, that is 343 and 729 plane waves, the lowest level falls to $-2.3825$ and $-2.4822$ hartree, and the $xx$ component falls to $0.1030$ and $0.0379$ hartree. Equation (10) gives the derivative for whichever fixed set is used, and most of the value $0.4680$ is due to the small basis. If the term $-EQ$ is omitted, the largest error among the components is 0.27 hartree relative to the correct derivative. The derivative of the overlap thus cannot be dropped.

This matrix is symmetric although the derivatives of single projectors are not. The reason is that $D$ and $Q$ are constant within each shell of given $l$. The sum over $m$ then gives, for each atom and each shell,

$$\sum_mP_{lm}^*(\mathbf q)P_{lm}(\mathbf q')=\frac{e^{i(\mathbf q'-\mathbf q)\cdot\mathbf R}}{\Omega}\,f_l(q)f_l(q')\,\frac{2l+1}{4\pi}\,P_l(\hat{\mathbf q}\cdot\hat{\mathbf q}'),$$

where $P_l$ on the right is the Legendre polynomial. A rotation of the crystal changes neither the phases, nor the volume, nor the lengths of the wave vectors and the angles between them. Hence $H$ and $S$ stay the same, the derivative along an antisymmetric strain is zero, and the $ab$ and $ba$ components are equal.

In a crystal the potential inside the atomic sphere is generally not spherical, and $D$ then distinguishes between the members of a shell. Let a rotation turn $\mathbf q$ into $\mathbf q'$ and the projections into $P'=TP$, with an orthogonal matrix $T$ that mixes harmonics of equal $l$. If $D$ is turned with the crystal, $D'=TDT^T$, then $P'^\dagger D'P'=P^\dagger DP$ and the level does not move. If $D$ is held fixed, the crystal feels a torque. Adding $-4$ hartree to $D$ for $p_z$ on both atoms and holding it fixed makes the $ab$ and $ba$ components of (10) differ by up to 0.011 hartree. A rotation of the crystal by 0.3 rad about $y$, in the sense that turns $z$ towards $x$, then raises the level by 0.0023 hartree. The rotation in the opposite sense lowers it by 0.0012 hartree. A torque implies such a change of sign only for angles small enough that the term linear in the angle dominates. For rotation about $y$ that term is 0.0062 hartree per rad, the difference between the $xz$ and $zx$ components. At 1 rad both senses raise the level. The size of these shifts is again that of the 125-wave basis. With 343 plane waves the shifts for the two senses of the 0.3 rad rotation are $+0.0006$ and $-0.0002$ hartree, and with 729 they are $+0.00008$ and $-0.00002$ hartree. Turning $D$ with the crystal removes the antisymmetric part of the derivative and leaves its response to a symmetric strain unchanged, so in this model the physical result is the symmetrised matrix.
